# The tilt at which a stressed film shows its unstressed lattice spacing

## Setting and data

A polycrystalline film lies on a thick substrate. Its grains are small and randomly oriented, and the film is treated as elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$. The two principal stresses in the film plane are equal, $\sigma_1=\sigma_2=\sigma$, with tension positive. The surface is free, so the stress $\sigma_3$ along the film normal and the shear stresses on planes parallel to the surface vanish; the film is thin enough for this to hold through its depth.

X-ray diffraction measures the spacing $d$ of one family of lattice planes. The tilt $\psi$ is the angle between the film normal and the normal of the diffracting planes. The unstressed spacing is $d_0$. Strains are small, and first order in strain suffices except in part (e).

For numbers, take an iron film with the rough typical values $E=210$ GPa, $\nu=0.28$ and cubic lattice parameter $0.287$ nm, under $\sigma=500$ MPa. The 211 reflection is used with chromium K-alpha radiation, of wavelength about $\lambda=0.229$ nm.

## (a) Find the strains in the film plane and along its normal.

**Answer.** Hooke's law for an isotropic solid gives each principal strain as the direct extension less the Poisson contraction due to the other two stresses:

$$e_1=\frac{\sigma_1-\nu(\sigma_2+\sigma_3)}{E}=\frac{(1-\nu)\sigma}{E},\qquad
e_3=\frac{\sigma_3-\nu(\sigma_1+\sigma_2)}{E}=-\frac{2\nu\sigma}{E}.$$

By symmetry $e_2=e_1$. Here $\sigma/E=0.500/210=2.381\times10^{-3}$, so

$$e_1=0.72\times2.381\times10^{-3}=1.714\times10^{-3},\qquad
e_3=-0.56\times2.381\times10^{-3}=-1.333\times10^{-3}.$$

The film is stretched in its plane and thinned along its normal, although no stress acts along the normal.

## (b) Find the relative change of spacing measured at tilt $\psi$.

**Answer.** Let $z$ be the film normal and tilt the plane normal towards $x$, so that $\mathbf n=(\sin\psi,0,\cos\psi)$. Two neighbouring planes are joined by the vector $d_0\mathbf n$. The strain displaces its end relative to its start by

$$\Delta\mathbf u=d_0\,(e_1\sin\psi,\;0,\;e_3\cos\psi).$$

To first order the spacing changes by the component of $\Delta\mathbf u$ along $\mathbf n$. The component parallel to the planes slides one over the other. The planes also rotate by an angle of order $e$, but this affects the spacing in second order only. Hence

$$\frac{d-d_0}{d_0}=\frac{\mathbf n\cdot\Delta\mathbf u}{d_0}=e_1\sin^2\psi+e_3\cos^2\psi .$$

Insert the strains and replace $\cos^2\psi$ by $1-\sin^2\psi$:

$$\frac{d-d_0}{d_0}=\frac{\sigma}{E}\left[(1-\nu)\sin^2\psi-2\nu+2\nu\sin^2\psi\right]
=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right].$$

The spacing is a straight line in $\sin^2\psi$. Different tilts mostly select different grains, and each reports the strain along the normal of its diffracting planes.

## (c) At what tilt $\psi_0$ is $d=d_0$? Evaluate it for $\nu=0.28$ and discuss its dependence on $\sigma$, $E$ and $\nu$.

**Answer.** For $\sigma\neq0$ the bracket must vanish:

$$\boxed{\sin^2\psi_0=\frac{2\nu}{1+\nu}}$$

For $\nu=0.28$,

$$\sin^2\psi_0=\frac{0.56}{1.28}=0.4375,\qquad \sin\psi_0=0.6614,\qquad \psi_0=41.4^\circ .$$

The coefficient of $\sin^2\psi$ is nonzero and $\sin^2\psi$ rises steadily from $0^\circ$ to $90^\circ$, so there is one such tilt in this range. The factor $\sigma/E$ has cancelled: at first order the angle is the same for tension and compression, and for stiff and soft films. Changing the stress pivots the line about a fixed point.

The film is not free of strain at this tilt. The in-plane extension and the normal contraction cancel along this one inclination.

The Poisson ratio sets the limits:

- For $\nu=0$ there is no contraction along the normal, and $\psi_0=0$.
- For $\nu=1/2$ the volume is conserved, $2e_1+e_3=0$. Then $\sin^2\psi_0=2/3$ and $\psi_0=54.7^\circ$, the largest value for a stable isotropic solid.
- For $-1<\nu<0$ the required $\sin^2\psi_0$ is negative. Both strains have the sign of $\sigma$, so no direction can balance them and no neutral tilt exists.

## (d) Spacings computed for the deformed lattice, without noise, at tilts of 0, 15, 30, 45 and 60 degrees are fitted by a line in $\sin^2\psi$ with intercept $0.117011$ nm and slope $3.572\times10^{-4}$ nm. Recover $d_0$ and $\sigma$, and find the shift of the diffraction peak between $\psi=0$ and $\psi_0$.

**Answer.** Read the line at $\sin^2\psi_0=0.4375$:

$$d_0=0.117011+0.4375\times3.572\times10^{-4}=0.117167\ \text{nm}.$$

This agrees with the value from the lattice parameter, $0.287/\sqrt{2^2+1^2+1^2}=0.117167$ nm. Neither $\sigma$ nor $E$ was needed, but $\nu$ was.

From part (b) the slope is $d_0(1+\nu)\sigma/E$, so

$$\sigma=\frac{E}{1+\nu}\,\frac{\text{slope}}{d_0}
=\frac{210}{1.28}\times\frac{3.572\times10^{-4}}{0.117167}\ \text{GPa}\approx500\ \text{MPa}.$$

The two results differ in their need for an accurate $d_0$. Using the spacing at $\psi=0$ as $d_0$ gives a relative error of $-1.33\times10^{-3}$ in the unstressed spacing, as large as the normal strain itself. In the stress, $d_0$ is merely a divisor, and the same substitution raises $\sigma$ by about $0.13\,\%$.

Bragg's law, $\lambda=2d\sin\theta$, gives at $\psi_0$

$$\sin\theta=\frac{0.229}{2\times0.117167}=0.9772,\qquad 2\theta=155.50^\circ .$$

At $\psi=0$ the smaller spacing gives $2\theta=156.22^\circ$. The peak therefore moves down by about $0.7^\circ$ as the film is tilted from $0$ to $\psi_0$. So close to backscattering, the rounding of the wavelength and lattice parameter can move both peak angles by about two degrees, but it changes their difference by less than $0.1^\circ$.

## (e) How far does the geometry of finite strain move the angle, if $\psi$ is measured in the deformed film and the strains of part (a) are kept?

**Answer.** Describe the undeformed planes by $\mathbf G\cdot\mathbf X=m$, with $m$ an integer and $|\mathbf G|=1/d_0$. Deformation takes $\mathbf X$ to $\mathbf x=F\mathbf X$, with $F$ diagonal and entries $1+e_1,\,1+e_1,\,1+e_3$. The planes become $\mathbf g\cdot\mathbf x=m$ with $\mathbf g=F^{-1}\mathbf G$, so $\mathbf G=F\mathbf g$. Since $\mathbf g=\mathbf n/d$, taking lengths gives

$$\frac{d}{d_0}=|F\mathbf n|=\sqrt{(1+e_1)^2\sin^2\psi+(1+e_3)^2\cos^2\psi}.$$

Set this to one, square, and solve for $\sin^2\psi$:

$$\sin^2\psi=\frac{1-(1+e_3)^2}{(1+e_1)^2-(1+e_3)^2}
=\frac{-e_3}{e_1-e_3}\;\frac{1+e_3/2}{1+(e_1+e_3)/2}
\approx\sin^2\psi_0\left(1-\frac{e_1}{2}\right).$$

The first factor is the earlier result, since $-e_3/(e_1-e_3)=2\nu/(1+\nu)$. A small change of angle obeys $\delta(\sin^2\psi)=2\sin\psi\cos\psi\,\delta\psi$, so

$$\delta\psi\approx-\frac{e_1}{4}\tan\psi_0=-\frac{1.714\times10^{-3}}{4}\times0.882
=-3.8\times10^{-4}\ \text{rad}\approx-0.02^\circ .$$

A root search on the deformed lattice gives $41.39^\circ$ in tension and $41.43^\circ$ in compression, on either side of the first-order $41.41^\circ$. This is only the geometric part of the shift, and its size depends on which strain measure is taken to be linear in stress. If the strains of part (a) are read as Lagrangian strains $\eta_i=\tfrac12[(1+e_i)^2-1]$, then $d^2/d_0^2=1+2(\eta_1\sin^2\psi+\eta_3\cos^2\psi)$ and this part vanishes. Departures from the linear Hooke's law enter at the same order and can be larger than the geometric part. With rough third-order elastic constants for several steels the total shift reaches about $0.1^\circ$, which is small beside the accuracy of about one degree discussed in part (g).

## (f) Iron crystals are elastically anisotropic. Suppose that every grain carries the same stress. Find the neutral tilt for the reflections 200, 211 and 222, using rough stiffnesses $C_{11}=230$, $C_{12}=135$ and $C_{44}=117$ GPa.

**Answer.** Let $h_m$ be the components of the unit plane normal along the cubic axes, and $\sigma_{mp}$ the stress in those axes. With compliances $s_{11},s_{12},s_{44}$, the cubic Hooke's law is $e_{mm}=s_{12}T+(s_{11}-s_{12})\sigma_{mm}$ and $e_{mp}=\tfrac12s_{44}\sigma_{mp}$ for $m\neq p$, where $T=2\sigma$ is the sum of the normal stresses. The strain along the plane normal is $\sum h_mh_pe_{mp}$. Writing $\sigma_n=\sum h_mh_p\sigma_{mp}=\sigma\sin^2\psi$ for the normal stress on the planes,

$$e_n=s_{12}T+\tfrac12s_{44}\sigma_n+s_0\sum_m h_m^2\sigma_{mm},\qquad s_0=s_{11}-s_{12}-\tfrac12s_{44}.$$

The diffracting grains have all rotations about the plane normal. Averaged over these, the stress is $\sigma_n$ along the normal and $(T-\sigma_n)/2$ across it, so $\langle\sigma_{mm}\rangle=h_m^2\sigma_n+(1-h_m^2)(T-\sigma_n)/2$. Define $\Gamma=h_1^2h_2^2+h_2^2h_3^2+h_3^2h_1^2$. Because $\sum h_m^2=1$, $\sum h_m^4=1-2\Gamma$, and

$$\sum_m h_m^2\langle\sigma_{mm}\rangle=(1-2\Gamma)\sigma_n+\Gamma(T-\sigma_n)=(1-3\Gamma)\sigma_n+\Gamma T .$$

Collecting terms and setting $\langle e_n\rangle=0$ gives

$$\sin^2\psi_0=\frac{-2(s_{12}+s_0\Gamma)}{s_{11}-s_{12}-3s_0\Gamma}.$$

Inverting the cubic stiffness relation gives $s_{11}-s_{12}=1/(C_{11}-C_{12})=1/95$, $s_{11}+2s_{12}=1/(C_{11}+2C_{12})=1/500$ and $s_{44}=1/117$, all per GPa. Hence $s_{12}=-2.842\times10^{-3}$ and $s_0=6.253\times10^{-3}$ per GPa.

| Reflection | $\Gamma$ | $\psi_0$ (deg) |
|---|---|---|
| 200 | 0 | 47.3 |
| 211 | 1/4 | 41.5 |
| 222 | 1/3 | 36.6 |

The 211 planes stay close to the isotropic answer for $\nu=0.28$, while the others move by about five or six degrees. The two sets of constants are not exactly matched: averaged over orientations, these stiffnesses give $\nu$ between 0.27 (equal strain) and 0.31 (equal stress), with about 0.29, or a tilt near $42^\circ$, in between. If instead every grain has the same strain, all reflections share one tilt; a numerical orientation average gives $40.9^\circ$.

## (g) Estimate the effect of other departures from the model, and judge the result for a real film.

**Answer.** *Unequal stresses.* For a tilt towards a principal direction with stress $\sigma_\phi$, repeating parts (a) and (b) gives

$$\frac{d-d_0}{d_0}=\frac{(1+\nu)\sigma_\phi\sin^2\psi-\nu(\sigma_1+\sigma_2)}{E},\qquad
\sin^2\psi_0=\frac{\nu(\sigma_1+\sigma_2)}{(1+\nu)\sigma_\phi}.$$

If one stress is $10\,\%$ lower, the angle is $40.1^\circ$ towards the larger stress and $42.8^\circ$ towards the smaller.

*Temperature.* Let the film be 10 K warmer than the temperature at which $d_0$ is quoted, at fixed stress. With a rough expansion coefficient of $12\times10^{-6}$ per K, the spacing matches the quoted value where the elastic strain is $-1.2\times10^{-4}$. Then $\sin^2\psi=0.4375-1.2\times10^{-4}/(3.05\times10^{-3})=0.398$, or $39.1^\circ$. This shift does depend on stress: it grows as $|\sigma|$ falls, it has the opposite sign in compression ($43.7^\circ$ at $-500$ MPa), and below about 45 MPa of tension no tilt matches the quoted spacing.

*Poisson ratio and alignment.* If $\nu$ is really $0.30$, the neutral tilt is $42.8^\circ$. Measuring at $41.4^\circ$ then gives a spacing too small by about $0.07\times10^{-3}$ of $d_0$. Setting the tilt $0.5^\circ$ too high gives one too large by about $0.03\times10^{-3}$.

*Real films.* A stress of several hundred MPa is plausible for a deposited metal film, and the elastic constants used are those of dense bulk iron; a porous film can be softer. If every grain carries the same stress, grain anisotropy is the largest effect sized here for 200 and 222; other grain models can give a smaller shift. For 211 the two grain models give $40.9^\circ$ and $41.5^\circ$. These are not strict bounds: models in which grains are coupled differently in and out of the film plane give about $40.5^\circ$ to $40.8^\circ$. The spread is small, so quoting $\psi_0$ to about one degree is reasonable if the Poisson ratio is known to about 0.01 (which alone moves the angle by about $0.7^\circ$), the stresses are nearly equal, the temperature is matched and the grains are randomly oriented. A preferred orientation of the grains would leave fewer of them diffracting at some tilts. It can also alter the average in part (f) for 211; for 200 and 222 the equal-stress result does not depend on how the grains are rotated about the plane normal. The effect on 211 can be large: under equal stress, grains with one fixed rotation about the plane normal can put the neutral tilt near $30^\circ$, so the one-degree estimate does not carry over to strongly textured films, which are common in deposition. Realistic textures, stress gradients and grain-to-grain stresses left by plastic flow are not sized here. The numerical output lists the spacings and angles in full.

## Table of computed values

```
Young modulus 210 GPa, Poisson ratio 0.28
In-plane stress 500 MPa (tension)
Lattice parameter 0.287 nm, wavelength 0.229 nm
Unstressed 211 spacing d0 = 0.117167 nm
sin^2(psi0) = 0.4375
sin(psi0) = 0.6614
Neutral tilt psi0, formula = 41.41 deg
Neutral tilt, deformed lattice, tension = 41.39 deg
Neutral tilt, same size compression = 41.43 deg
In-plane strain e1 = 1.714 x 10^-3
Normal strain e3 = -1.333 x 10^-3
Neutral tilt from deformed lattice at other Poisson ratios:
  nu = 0.05: 17.98 deg
  nu = 0.20: 35.26 deg
  nu = 0.28: 41.41 deg
  nu = 0.30: 42.79 deg
  nu = 0.35: 46.06 deg
  nu = 0.49: 54.19 deg
  limit nu = 0.50, formula: 54.74 deg
Tilt (deg), sin^2, d (nm), strain (10^-3), 2theta (deg):
   0.00  0.0000  0.117011  -1.333  156.22
  15.00  0.0670  0.117035  -1.129  156.11
  30.00  0.2500  0.117100  -0.571  155.81
  41.41  0.4375  0.117167  +0.001  155.50
  45.00  0.5000  0.117190  +0.192  155.40
  60.00  0.7500  0.117279  +0.953  155.00
Fitted slope of d against sin^2 = 3.572 x 10^-4 nm
Fitted intercept at zero tilt = 0.117011 nm
d0 read from the line at psi0 = 0.117167 nm
Stress from the slope = 500.2 MPa
Iron stiffnesses C11, C12, C44 = 230, 135, 117 GPa
Neutral tilt, uniform stress, 110 = 41.5 deg
Neutral tilt, uniform stress, 200 = 47.3 deg
Neutral tilt, uniform stress, 211 = 41.5 deg
Neutral tilt, uniform stress, 222 = 36.6 deg
Neutral tilt, uniform strain, all reflections = 40.9 deg
Second stress 10 % lower: tilt along larger = 40.1 deg
Second stress 10 % lower: tilt along smaller = 42.8 deg
Thermal expansion 12 x 10^-6 per K
Film 10 K warmer than d0 value: tilt = 39.1 deg
True nu 0.30, tilt set for 0.28: d error = -0.073 x 10^-3
Tilt set 0.5 deg too high: d error = +0.026 x 10^-3
```
